Heat of reaction for hydrogen reduction of WF6 to tungsten

**Question**

I am working on an exercise about tungsten deposition from tungsten hexafluoride. The formation enthalpies given are −1722 kJ/mol for WF6 gas and −273 kJ/mol for HF gas. I have to show that reduction by hydrogen to solid tungsten absorbs 84 kJ/mol.

Taking product minus reactant, I get −273 − (−1722) = +1449 kJ/mol, which is far too large. No values are given for H2 or W, so I don't know whether something is missing. I also have three doubts about the answer itself. Per mole of what is it? Does it still hold in a hot reactor? And if the reaction absorbs heat, why does it go at all?

**Answer**

Nothing is missing from the data. Your subtraction lacks the balanced equation: one WF6 carries six fluorine atoms, so it makes six HF, not one.

**Balancing the reaction**

Let one WF6 be consumed, with a molecules of H2, giving b atoms of solid W and c molecules of HF:

WF6(g) + a H2(g) → b W(s) + c HF(g)

Conservation of each element gives

W: 1 = b
F: 6 = c
H: 2a = c, so a = 3

The reaction is therefore

WF6(g) + 3 H2(g) → W(s) + 6 HF(g)

I write ν for the coefficients, counted positive for products and negative for reactants: −1 for WF6, −3 for H2, +1 for W and +6 for HF.

**Why formation enthalpies are enough**

At constant pressure, with no work other than expansion, the heat absorbed equals the change in enthalpy H. For reactants and products in their standard states at one temperature this change is

ΔH° = Σ_i ν_i H_i

where H_i is the molar enthalpy of species i. The formation enthalpy ΔfH_i is the enthalpy of making one mole of i from its elements in their reference forms. Let h_e be the enthalpy of element e in its reference form, per mole of atoms, and let n_ie be the number of atoms of e in species i. Then, by definition,

H_i = Σ_e n_ie h_e + ΔfH_i

Insert this in the reaction enthalpy and exchange the order of the sums:

ΔH° = Σ_e h_e (Σ_i ν_i n_ie) + Σ_i ν_i ΔfH_i

The bracket is the net number of atoms of element e created by the reaction. It is zero for every element in a balanced equation, so the unknown h_e drop out:

ΔH° = Σ_i ν_i ΔfH_i

This is Hess's law in the form needed here. Balance is essential to it. If you wrote five HF instead of six, one H and one F atom would vanish, and a term −h_H − h_F would remain. A numerical test shows the difference. With twenty random sets of h_e between −5000 and +5000 kJ/mol, the balanced equation gave 84 kJ/mol each time, while the version with five HF gave results spread over about 13 000 kJ/mol.

The two values you were not given are zero by definition. Hydrogen gas and crystalline tungsten are already the reference forms of their elements, so forming them from themselves changes nothing.

**The requested result**

Now insert the data, keeping the sign of each formation enthalpy separate from the sign of its coefficient:

ΔH° = 6(−273) + 1(0) − 1(−1722) − 3(0)
ΔH° = −1638 + 1722
ΔH° = +84 kJ/mol

The positive sign means that heat flows into the reacting system. "Per mole" means per mole of the reaction as written, which is per mole of WF6 consumed and also per mole of W deposited. Per mole of HF it is 84/6 = 14 kJ. Per deposited tungsten atom it is 0.871 eV.

The figure of 14 kJ has a simple meaning. Relative to the elements, WF6 is stabilised by 1722/6 = 287 kJ per mole of fluorine atoms, and HF by 273 kJ. Moving fluorine from tungsten to hydrogen therefore costs 14 kJ per mole of fluorine atoms. These are not bond energies, because they are measured from the elements and not from free atoms. If the formation enthalpy of HF were −287 kJ/mol, with that of WF6 unchanged, the reaction would be thermally neutral. If it were more negative still, the reaction would release heat.

**How firm is the 84?**

The answer is a small difference between two large numbers. If both data are rounded to whole kJ/mol, each may be off by 0.5 kJ/mol, and the HF error enters six times. In the worst case the errors add:

6 × 0.5 + 1 × 0.5 = 3.5 kJ/mol

The interval is 80.5 to 87.5 kJ/mol, or about 4% either way relative to 84. The sign is safe against rounding. Errors in the underlying measurements are a separate matter, which the rounded data cannot reveal.

**What changes in a hot reactor**

I take 298.15 K as the temperature of the given data. For deposition, take 673 K as a rough working temperature. At constant pressure dH_i/dT = C_p,i, the molar heat capacity. Multiplying by ν_i, summing and integrating gives Kirchhoff's law:

ΔH°(T) = ΔH°(298.15 K) + ∫ ΔC_p dT, with ΔC_p = Σ_i ν_i C_p,i

The integral runs from 298.15 K to T. Counting degrees of freedom sets limits on ΔC_p, though it does not fix the sign. In an ideal gas, translation contributes 3R/2 to C_p and the pressure–volume term R. Classical rotation adds R for a linear molecule and 3R/2 for a nonlinear one. Without vibrations, H2 and HF thus have 7R/2 each and WF6 has 4R. Solid tungsten has nearly 3R at these temperatures.

The vibrations of H2 and HF are too stiff to matter here. WF6 has 3 × 7 − 6 = 15 vibrational modes, each contributing between 0 and R. The two limits are

WF6 vibrations frozen: ΔC_p = 6(7R/2) + 3R − 4R − 3(7R/2) = +9.5R
WF6 vibrations fully excited: ΔC_p = 9.5R − 15R = −5.5R

The real case lies between them, so the mode frequencies are needed. A mode of frequency f has the characteristic temperature θ = hf/k, with h Planck's constant and k Boltzmann's constant. Its mean thermal energy per mole is Rθ/(exp(θ/T) − 1). With rough frequencies for the molecules and a Debye model for the solid, the integral is −9.8 kJ/mol, so

ΔH°(673 K) = 84 − 9.8 = 74.2 kJ/mol

Over this range the mean ΔC_p is −9800/374.85 ≈ −26 J/(mol K), or about −3R, between the two limits. The vibrations of WF6 make it negative: heating the reactants, WF6 and 3 H2 together, stores more energy than heating the products, so less remains to be supplied during the reaction. The reaction still absorbs heat, but 11 to 12% less than at 298.15 K. The last digit of 74.2 belongs to the model. It leaves out, for example, the electronic and anharmonic heat capacity of tungsten, and tabulated heat capacities for H2, HF and W give about 74.6 kJ/mol instead.

**Why a heat-absorbing reaction can go**

At fixed temperature and pressure, the direction of spontaneous change is set by the Gibbs energy and not by the enthalpy alone:

ΔG = ΔH − TΔS

The reaction is driven forward when ΔG is negative. Here four moles of gas become six, which suggests a gain in entropy S. To get its size, the entropy of each species must be calculated.

For N identical molecules of an ideal gas, the partition function is q^N/N!, where q belongs to one molecule. Stirling's formula then gives the chemical potential −kT ln(q/N) per molecule. Use V/N = kT/p° for the volume per molecule, where p° = 1 bar is the standard pressure. Per mole, with energies counted from the molecular ground state,

μ = −RT ln[(2πmkT/h²)^(3/2) (kT/p°) q_rot q_vib]

Here m is the molecular mass and q_vib is a product of factors 1/(1 − exp(−θ/T)), one per mode. For a linear molecule q_rot = T/(σΘ), with Θ = ħ²/(2Ik), where I is the moment of inertia and σ counts the rotations that leave the molecule looking the same. For WF6, an octahedron with σ = 24, it is √π (T/Θ)^(3/2)/24. Nuclear-spin factors are left out because they cancel in the balanced reaction.

Since μ = H − TS for a pure substance, the entropy is

S = (H − μ)/T

with H counted from the same ground state. For the solid, the Debye model treats the vibrations as sound waves with frequencies up to a cutoff, set here by a temperature of 310 K. This choice puts the entropy of W at 298.15 K close to the tabulated 32.7 J/(mol K); a cutoff of 400 K would give about 6 J/(mol K) less.

Classical rotation is most doubtful for H2, the lightest molecule. A sum over its quantum levels at 298.15 K and 673 K changed its rotational entropy by at most 0.056 J/(mol K) for a rigid molecule of the same bond length. Using the measured rotational constants instead raises it by about 0.4 J/(mol K). Both changes are small beside the reaction entropy.

At 298.15 K the model entropies, in J/(mol K), are 352.4 for WF6, 130.3 for H2, 32.9 for W and 173.6 for HF. Hence

ΔS° = 6(173.6) + 32.9 − 352.4 − 3(130.3) ≈ +331 J/(mol K)

The unrounded entropies give 331.5 J/(mol K), so

ΔG°(298.15 K) = 84 − 298.15 × 0.3315 = −14.8 kJ/mol

Even here the entropy term slightly outweighs the heat. At low enough temperature it must lose, because it is multiplied by T. Holding ΔH° and ΔS° at their 298.15 K values, the balance point is 84/0.3315 ≈ 253 K. That is a formal number for ideal gases: at 1 bar and that temperature, WF6 and HF are no longer gases.

At 673 K the entropy change is 311.7 J/(mol K), and TΔS° = 209.7 kJ/mol. Therefore

ΔG°(673 K) = 74.2 − 209.7 = −135.5 kJ/mol

The reaction is favourable because of its entropy gain, despite the heat it absorbs. The conclusion is not delicate. In the classical limit, raising the frequency of a mode by a small fraction δ lowers its entropy by Rδ. A 10% error in the three softest WF6 modes would shift ΔG° by about 3 × 0.1 × RT ≈ 1.7 kJ/mol. The spread between sources can be larger. Some tables list about 341 J/(mol K) for WF6 at 298.15 K, close to what this model gives if those modes are put at 215 1/cm instead of 130 1/cm. ΔG° would then be more negative by about 3 kJ/mol at 298.15 K and 8 kJ/mol at 673 K. The sign is safe, but the decimals of −14.8 and −135.5 are not.

**Low pressure helps further**

The chemical potential of an ideal gas at partial pressure p exceeds its standard value by RT ln(p/p°). The solid has no such term. If each gas has the same partial pressure, the coefficients add to −1 − 3 + 6 = +2, and

ΔG = ΔG° + 2RT ln(p/p°)

For 1 Torr of each gas, with p° = 750 Torr, the extra term at 673 K is

2 × 0.008314 × 673 × ln(1/750) = −74.1 kJ/mol

so ΔG = −135.5 − 74.1 = −209.6 kJ/mol. In this ideal-gas model, pressure changes ΔG but not ΔH, because the enthalpy of an ideal gas depends on temperature alone.

A negative ΔG gives the direction of the reaction and says nothing about its speed. That depends on steps such as adsorption and the breaking of bonds at the surface, which these data do not describe.

**How much does a growing film cool its substrate?**

Take a tungsten film 100 nm thick. With a rough density of 19 g/cm³ and a molar mass of 183.84 g/mol, the amount deposited per area is

19 × 100 × 10⁻⁷ / 183.84 = 1.034 × 10⁻⁶ mol/cm²

Using the 298.15 K value, the heat absorbed is

1.034 × 10⁻⁶ × 84 000 = 0.0868 J/cm²

Counting atoms gives a second route. The body-centred cubic cell of tungsten holds two atoms and has an edge of roughly 0.32 nm. Multiplying the atoms per area by 0.871 eV gives 0.0851 J/cm². The 2% difference comes from rounding the density and the cell edge separately.

For a substrate with an areal heat capacity of 0.1 J/(cm² K), a round value, the temperature drop is

0.0868 / 0.1 = 0.87 K

This assumes that the substrate supplies all the reaction heat and that no heater replaces it. With the 673 K enthalpy, the drop is 0.87 × 74.2/84 ≈ 0.77 K. Warming cold incoming gas would take additional heat, which is not included.

**Comparison with a real process**

Hydrogen reduction of WF6 is used to deposit tungsten in chip manufacture, and 673 K and a 100 nm film are in its rough range. The chosen heat capacity is about that of a silicon wafer roughly half a millimetre thick. Equal partial pressures are not realistic, since hydrogen is normally supplied in excess and HF is pumped away. At 673 K, with the other pressures fixed, ten times more H2 lowers ΔG by 3RT ln 10 ≈ 39 kJ/mol, and ten times less HF lowers it by 6RT ln 10 ≈ 77 kJ/mol. Both changes strengthen the drive. On bare silicon, WF6 can also react with the silicon itself. That is a different reaction, and the value of 84 kJ/mol does not apply to it.

Two other effects can be sized. First, HF molecules attract one another, whereas the calculation assumes separate molecules. Suppose each is surrounded by an attractive well 20 kJ/mol deep, a rough value, out to a generously chosen 0.4 nm. The paired fraction is then about the number density of HF times the well volume times exp(20 kJ/mol / RT). At 673 K and 1 Torr this is 1.4 × 10⁻⁴. Each pair shares one well, so the heat released per mole of WF6 is

6 × 1.4 × 10⁻⁴ × 20 / 2 ≈ 0.008 kJ/mol

which is negligible. At 298.15 K and 1 bar the same expression gives about 21. A fraction cannot exceed one, so the dilute-gas estimate fails there, and association cannot be dismissed. The given −273 kJ/mol must therefore be read as the value for ideal, unassociated HF gas.

Second, a film has a surface, whereas the reference form is bulk tungsten. With a rough surface energy of 3 J/m², one face of the 100 nm film adds 0.29 kJ per mole of W. This grows as the inverse of the thickness: at 3 nm it would be about 10 kJ/mol if the same surface energy still applied. Grain boundaries, strain and metastable forms of tungsten would also shift the heat, and I have not estimated them.

For the exercise itself, the balanced equation and the line −1638 + 1722 = +84 kJ per mole of WF6 are the complete proof. The numerical output below lists the values used for the reactor and film estimates.

Computed values

```
Coefficients WF6, H2, W, HF: [-1, -3, 1, 6]
Given formation enthalpy WF6: -1722 kJ/mol
Given formation enthalpy HF: -273 kJ/mol
Six HF contribution: -1638 kJ/mol
Reaction enthalpy at 298.15 K: +84 kJ/mol WF6
Reaction enthalpy per HF: 14 kJ/mol HF
Same heat per W atom: 0.871 eV
Worst-case data rounding: +/-3.5 kJ/mol
Rounding interval: 80.5 to 87.5 kJ/mol
Spread, unbalanced test: 13243 kJ/mol
Reference temperature: 298.15 K
Deposition temperature: 673 K
Partial pressure of each gas: 1 Torr
Standard pressure: 750 Torr
Rough bond lengths H2, HF, WF6: 0.074, 0.092, 0.18 nm
Rough WF6 modes (1/cm, count): [(770, 1), (680, 2), (710, 3), (260, 3), (320, 3), (130, 3)]
Rough H2 modes (1/cm, count): [(4200, 1)]
Rough HF modes (1/cm, count): [(4000, 1)]
Rough W Debye temperature: 310 K
Model entropy WF6, 298.15 K: 352.4 J/(mol K)
Model entropy H2, 298.15 K: 130.3 J/(mol K)
Model entropy W, 298.15 K: 32.9 J/(mol K)
Model entropy HF, 298.15 K: 173.6 J/(mol K)
Enthalpy change on heating to 673 K: -9.8 kJ/mol
Reaction enthalpy at 673 K: +74.2 kJ/mol
Reaction entropy at 298.15 K: +331.5 J/(mol K)
Reaction entropy at 673 K: +311.7 J/(mol K)
Largest H2 rotation error: 0.056 J/(mol K)
Standard Gibbs energy at 298.15 K: -14.8 kJ/mol
T times reaction entropy at 673 K: 209.7 kJ/mol
Standard Gibbs energy at 673 K: -135.5 kJ/mol
Change in moles of gas: +2
Low-pressure term at 673 K: -74.1 kJ/mol
Gibbs energy at 673 K, 1 Torr each: -209.6 kJ/mol
Film thickness: 100 nm
Rough W density: 19 g/cm3
W molar mass: 183.84 g/mol
W deposited per area: 1.034e-06 mol/cm2
Heat absorbed per area: 0.0868 J/cm2
Rough bcc lattice constant: 0.32 nm
Heat from atom count: 0.0851 J/cm2
Chosen areal heat capacity: 0.1 J/(cm2 K)
Cooling without heater: 0.87 K
HF well depth, rough: 20 kJ/mol
HF well radius, chosen: 0.4 nm
HF paired fraction estimate: 1.4e-04
HF association heat estimate: 0.0082 kJ/mol WF6
Rough W surface energy: 3 J/m2
One-surface energy per mole W: 0.29 kJ/mol
```
